# Oxide-thickness error in the barrier height from a Fowler-Nordheim plot

## The question

A test capacitor has an aluminium gate, a silicon dioxide layer of true thickness $d=8.00$ nm, and p-type silicon in accumulation as the other electrode. With the gate negative, electrons tunnel from the aluminium into the conduction band of the oxide. The barrier height $\phi$ is the height of the oxide band edge at the gate above the Fermi level of the aluminium.

Take a uniform oxide, no trapped charge, no image force, zero temperature and a free-electron emitter. The tunnelling mass in the oxide is $m$, in units of the electron mass. The voltage $V$ is the voltage across the oxide alone, counted positive. The algebra is in atomic units, so the force on an electron in the oxide is $F=V/d$, and $V$ can be compared directly with an energy.

The numerical case has $\phi=3.10$ eV, $m=0.42$ and fields from 8.0 to 10.0 MV/cm, that is, oxide voltages from 6.40 to 8.00 V. The "measured" currents are computed from this model by numerical integration, so the true barrier is known.

### (a) The tunnelling exponent

**Find the exponent of the transmission probability for an electron at the Fermi level, and state when the result holds.**

**Answer.** At a distance $x$ from the gate the barrier stands $\phi-Fx$ above the electron's energy. The wave function decays there at the rate $\kappa(x)=\sqrt{2m(\phi-Fx)}$. In the semiclassical approximation the transmission probability is $\exp(-2\int\kappa\,dx)$, the integral running over the forbidden region $0<x<\phi/F$. The factor 2 is there because a probability is the square of an amplitude.

Put $u=\phi-Fx$, so that $dx=-du/F$, and $u$ runs from $\phi$ down to 0:

$$2\int_0^{\phi/F}\sqrt{2m(\phi-Fx)}\,dx=\frac{2\sqrt{2m}}{F}\int_0^{\phi}u^{1/2}\,du=\frac{4\sqrt{2m}}{3F}\,\phi^{3/2}.$$

The exponent is therefore $B/F$ with

$$B=\frac{4\sqrt{2m}}{3}\,\phi^{3/2}.$$

The electron must leave the barrier inside the oxide: $\phi/F<d$, or $V>\phi$. The lowest voltage, 6.40 V, satisfies this. At voltages below $\phi$, here 3.10 V, the barrier is a trapezium, the electron tunnels through the whole layer, and the formula for $B$ no longer applies.

### (b) The current density

**Take the transmission as the bare exponential, a function of the normal energy alone. Sum over the electrons of the emitter and find $J$ to leading order in $F/B$.**

**Answer.** Let $\varepsilon$ be the depth of an electron's normal energy below the Fermi level. The density of states in wave-vector space, with spin, is $2/(2\pi)^3=1/(4\pi^3)$. The normal velocity times $dk_x$ equals the change of normal energy, $d\varepsilon$ in magnitude. For a given $\varepsilon$ the occupied transverse states satisfy $k_\parallel^2/2\le\varepsilon$, a disc of area $2\pi\varepsilon$. If the transmission $T$ depends on the normal energy alone,

$$J=\frac{1}{4\pi^3}\int 2\pi\varepsilon\,T(\varepsilon)\,d\varepsilon=\frac{1}{2\pi^2}\int_0^\infty\varepsilon\,T(\varepsilon)\,d\varepsilon .$$

An electron at depth $\varepsilon$ meets a barrier of height $\phi+\varepsilon$. Expand its exponent to first order:

$$\frac{4\sqrt{2m}}{3F}(\phi+\varepsilon)^{3/2}\approx\frac{B}{F}+c\,\varepsilon,\qquad c=\frac{4\sqrt{2m}}{3F}\cdot\frac32\phi^{1/2}=\frac{2\sqrt{2m\phi}}{F}.$$

Since $\int_0^\infty\varepsilon e^{-c\varepsilon}d\varepsilon=1/c^2=F^2/(8m\phi)$,

$$J=\frac{F^2}{16\pi^2m\phi}\,e^{-B/F}.$$

The prefactor belongs to this simple model. If the transverse momentum is conserved and $m\ne1$, the transverse energy also enters the exponent, which multiplies the current by about $m$. The sharp edge of the metal adds a further factor of order one. For the present numbers the two together bring the current to about 0.8 of the formula. This factor hardly varies with the field, so it shifts the intercept of the plot in part (c) and leaves the slope almost unchanged.

Two approximations within the model need a size. From the definitions, $c\phi=\tfrac32B/F$. With $B=241.6$ MV/cm for the present barrier and mass, $c\phi$ lies between 36 and 45, so $1/c$ is 0.07 to 0.09 eV. This is far less than the Fermi energy of the emitter, roughly 12 eV, which justifies the infinite upper limit.

The next term of the exponent is $\tfrac38(B/F)(\varepsilon/\phi)^2$. With the weight $\varepsilon e^{-c\varepsilon}$ the mean of $\varepsilon^2$ is $(6/c^4)/(1/c^2)=6/c^2$. The current is thus multiplied by about

$$1-\frac38\,\frac BF\,\frac{6}{(c\phi)^2}=1-\frac38\,\frac BF\cdot 6\cdot\frac49\,\frac{F^2}{B^2}=1-\frac FB .$$

This is 0.967 at 8 MV/cm and 0.959 at 10 MV/cm. The numerically integrated current, divided by the closed formula, runs from 0.969 to 0.962 over the same window.

### (c) Barrier height from the voltage plot

**Show how the slope of $\ln(J/V^2)$ against $1/V$ gives $\phi$. A straight-line fit to the computed currents has slope magnitude 193.06 V. What barrier follows at the correct thickness?**

**Answer.** Substitute $F=V/d$ into the current and divide by $V^2$:

$$\frac{J}{V^2}=\frac{1}{16\pi^2m\phi d^2}\,e^{-Bd/V},\qquad \ln\frac{J}{V^2}=-\ln(16\pi^2m\phi d^2)-\frac{Bd}{V}.$$

The first term does not depend on $V$ and fixes the intercept, which is not used here. The slope is $-Bd$. Call its magnitude $S$:

$$S=Bd=\frac{4\sqrt{2m}}{3}\,\phi^{3/2}d\quad\Longrightarrow\quad\phi=\left(\frac{3S}{4\sqrt{2m}\,d}\right)^{2/3}.$$

For the numbers, $S/d=193.06\ \mathrm V/8.00\ \mathrm{nm}=241.3$ MV/cm. A barrier of 3.10 eV has $B=241.6$ MV/cm, hence $Bd=193.30$ V, and at fixed mass $\phi\propto B^{2/3}$:

$$\phi=3.10\ \mathrm{eV}\times\left(\frac{193.06}{193.30}\right)^{2/3}=3.097\ \mathrm{eV}.$$

The small deficit comes from the factor $1-F/B$ of part (b). It adds about $-V/(Bd)$ to $\ln J$. The derivative of this term with respect to $1/V$ is $+V^2/(Bd)$, which reduces the slope magnitude by the fraction $(V/Bd)^2$. That fraction is 0.11 percent at 6.40 V and 0.17 percent at 8.00 V; the fit shows 0.12 percent.

### (d) A wrong thickness

**The analyst uses $d'=(1+\eta)d$ in place of $d$, with the same data and the same mass. Find the relative change of the extracted barrier, and evaluate it for a thickness error of 3 percent in either direction.**

**Answer.** With the currents and the oxide voltages taken as known, $S$ does not change when the analyst changes the thickness. (In a real capacitor the oxide voltage is deduced from the gate voltage; see part (h).) With $S$ and $m$ held fixed, the formula of part (c) gives

$$\frac{\phi'}{\phi}=\left(\frac{d}{d'}\right)^{2/3}=(1+\eta)^{-2/3}=1-\frac23\eta+\frac59\eta^2-\dots$$

For small errors,

$$\frac{\delta\phi}{\phi}\approx-\frac23\,\frac{\delta d}{d}.$$

A thickness error of 3 percent is 0.24 nm, or 2.4 angstrom. The linear term gives 2 percent in magnitude. The quadratic term, $\tfrac59(0.03)^2=0.0005$, has the same sign for both errors and makes them slightly unequal:

- Assumed thickness 8.24 nm (too thick): $1.03^{-2/3}-1=-1.95$ percent. The barrier falls from 3.097 to 3.037 eV, by 0.060 eV.
- Assumed thickness 7.76 nm (too thin): $0.97^{-2/3}-1=+2.05$ percent. The barrier rises from 3.097 to 3.161 eV, by 0.064 eV.

The sign has a simple reason. At a given voltage a thicker oxide means a weaker field, and a weaker field means a longer path $\phi/F$ through the barrier. To keep the observed dependence on voltage, the longer path must be offset by a lower barrier. The error is reduced, not passed on in full, because the barrier acts twice: it sets the path length, in proportion to $\phi$, and the decay rate, in proportion to $\phi^{1/2}$. The product $\phi^{3/2}d$ is what the slope fixes.

### (e) Does the result depend on the expansion in energy?

**Part (b) used a first-order expansion in $\varepsilon$. Decide whether the power law of part (d) needs it.**

**Answer.** It does not. Keep the full exponent and measure the depth in units of the barrier, $\varepsilon=\phi s$:

$$J=\frac{\phi^2}{2\pi^2}\int_0^\infty s\,\exp\!\left[-\frac{Bd}{V}(1+s)^{3/2}\right]ds .$$

Apart from the factor $\phi^2$, which shifts $\ln J$ by a constant, the barrier and the thickness enter through the product $Bd$ alone. Two pairs $(\phi,d)$ with equal $\phi^{3/2}d$ and equal mass therefore give plots of the same shape, curvature included, and the same fitted slope. This holds within the semiclassical triangular-barrier model at zero temperature, with the integral extended to infinity.

A numerical search confirms it without using the extraction formula. The thickness is set to 8.24 nm, and the barrier is varied until the integrated currents give the slope 193.06 V again. The barrier found is 1.951 percent below 3.10 eV. At 7.76 nm it is 2.051 percent above. Searches at thicknesses close to 8 nm give a logarithmic sensitivity $d\ln\phi/d\ln d=-0.66667$.

### (f) What fixing the mass means

**How does the extracted barrier respond to an error in the assumed mass at the correct thickness? If instead the barrier is taken as known and the mass is extracted, what does a 3 percent thickness error do?**

**Answer.** The slope fixes the single combination $m^{1/2}\phi^{3/2}d=3S/(4\sqrt2)$. Two of the three quantities must come from elsewhere.

At fixed $S$ and $d$, $\phi\propto m^{-1/3}$. A mass assumed 10 percent too large gives $1.10^{-1/3}-1=-3.1$ percent in the barrier, more than the thickness error does.

At fixed $S$ and $\phi$, $m^{1/2}\propto1/d$, so $m\propto d^{-2}$. An oxide taken 3 percent too thick now gives $1.03^{-2}-1=-5.7$ percent in the mass, and one taken 3 percent too thin gives $0.97^{-2}-1=+6.3$ percent. The same error of thickness is thus about three times larger in the mass than in the barrier. The factor $-\tfrac23$ belongs to the choice of a fixed mass and to the parabolic relation $\kappa^2=2m(\phi-Fx)$.

### (g) An error in the voltage

**The plotted voltage is $V_p=V+\delta$, with a constant $\delta$. Find the resulting barrier error to first order, for $\delta=0.10$ V. Then treat a sheet of $10^{12}$ trapped electrons per cm² at the middle of the oxide, its density held fixed during the sweep.**

**Answer.** The current still follows the true oxide voltage: $\ln J=\text{const}+2\ln V-S/V$. Since $d/d(1/V_p)=-V_p^2\,d/dV$, the slope magnitude of the plot actually drawn is

$$S_p=V_p^2\,\frac{d}{dV}\left(\ln J-2\ln V_p\right)=V_p^2\left(\frac{S}{V^2}+\frac2V-\frac2{V_p}\right).$$

To first order in $\delta$, $V_p^2/V^2\approx1+2\delta/V$ and $V_p^2(2/V-2/V_p)\approx2\delta$. Therefore

$$\frac{S_p-S}{S}\approx\frac{2\delta}{V}+\frac{2\delta}{S},\qquad\frac{\delta\phi}{\phi}\approx\frac23\left(\frac{2\delta}{V}+\frac{2\delta}{S}\right).$$

At the middle of the window, $V=7.2$ V, the bracket is $0.0278+0.0010=0.0288$, and the barrier error is $+1.9$ percent. The fit over the whole window gives $+1.94$ percent. An unnoticed 0.1 V thus matters as much as 3 percent of the thickness.

For the trapped sheet, let $\sigma$ be the magnitude of its charge per area and $\epsilon$ the static permittivity of the oxide, with relative value 3.9. The force is $F_1$ on the gate side and $F_1+\sigma/\epsilon$ beyond the sheet, because the sheet repels electrons on both sides of it. The total voltage is

$$V_p=F_1\frac d2+\left(F_1+\frac\sigma\epsilon\right)\frac d2=F_1d+\frac{\sigma d}{2\epsilon}.$$

Tunnelling depends on $F_1$, so $F_1d$ plays the part of $V$, and $\delta=\sigma d/(2\epsilon)=0.186$ V. The barrier comes out 3.6 percent too high. The estimate requires the electron to leave the barrier before it reaches the sheet at 4.0 nm. With $F_1=8$ MV/cm a Fermi-level electron leaves at $3.10/0.80=3.9$ nm, so the estimate is marginal at the low-field end.

### (h) Image force, temperature and the real device

**The currents are recomputed with the image force (optical permittivity 2.15) and at 300 K, but the simple formula of part (c) is still used with the correct thickness. The barrier then differs from 3.10 eV by $-0.90$ percent with the image force, $-1.10$ percent with the temperature and $-1.95$ percent with both. Explain the signs, and combine the last figure with the thickness error. Which assumptions are the weakest in a real capacitor?**

**Answer.** Each percentage includes the $-0.1$ percent already found in part (c).

*Temperature.* The supply factor $\varepsilon$ becomes $kT\ln(1+e^{\varepsilon/kT})$, and $\varepsilon$ may be negative. Two integrations by parts turn the supply integral into $1/c^2$ times the average of $e^{-c\varepsilon}$ over the second derivative of this function. That derivative is an even, normalized peak of width about $kT$. The boundary terms vanish because $ckT<1$ here. The average equals that of $\cosh c\varepsilon$, which exceeds 1 and grows with $c\propto1/F$. Heat therefore raises the current most at low field, the plot becomes flatter, and the extracted barrier is too low.

*Image force.* The potential $-\lambda/x$, with $\lambda>0$, lowers the barrier. To first order it reduces the exponent by $\sqrt{2m}\,\lambda\int dx/(x\sqrt{\phi-Fx})$, cut off near the gate at $x\sim\lambda/\phi$, where the barrier begins. The leading part is $\sqrt{2m/\phi}\,\lambda\ln(1/F)$ plus terms independent of $F$. This too grows as the field falls, so it flattens the plot.

*Combination.* The figure $-1.95$ percent happens to equal the effect of an oxide taken 3 percent too thick, but it is a different quantity: a bias of the simple formula at the correct thickness. The formula multiplies any extracted value by $(1+\eta)^{-2/3}$, so the errors combine as factors. Too thick gives $0.9805\times0.9805=0.961$, a barrier 3.9 percent below the true one. Too thin gives $0.9805\times1.0205=1.001$, where two errors nearly cancel. A good value of the barrier is thus no proof of a good thickness.

If the analysis itself includes the image force and 300 K, the correct thickness returns the true barrier, and the 3 percent errors shift it by $-1.90$ and $+2.00$ percent. The scaling of part (e) is then only approximate, since $kT$ and the image force bring in further energy scales, but the 2 percent rule survives for these parameters.

*The real device.* The barrier, mass and thickness are rough typical values for aluminium on a thin thermal oxide. The top field is about 0.83 of a rough breakdown field of 12 MV/cm, so the window cannot be widened much upwards. One assumption at serious risk is the absence of trapped charge. At 10 MV/cm the model current is $3.65\times10^{-3}$ A/cm², or about $2\times10^{16}$ electrons per cm² each second. Trapping some 4 in $10^5$ of those passing in one second would build a sheet as dense as that of part (g). The error of $+3.6$ percent found there holds only for a sheet that is already in place and stays fixed. A sheet that grows during an upward sweep acts the other way: it holds the current back most at the high voltages, flattens the plot and makes the extracted barrier too low. If the offset $\delta$ rises evenly from zero to 0.186 V while the plotted voltage runs from 6.40 to 8.00 V, the barrier comes out about 7 percent too low; if it grows in proportion to the charge that has passed, about 5.5 percent too low. These signs hold for trapped electrons. Positive trapped charge reverses them. Comparing an upward with a downward voltage sweep can reveal such growth.

A second weak point is the oxide voltage, which is not measured directly. Take a silicon conduction-band offset of about 3.15 eV and a classical degenerate accumulation layer. The gate voltage then exceeds the oxide voltage by about 1.3 to 1.4 V, and plotting the gate voltage would give a barrier some 25 percent too high. The band bending in the silicon also grows by 0.03 to 0.04 V across the window, so subtracting only a constant leaves the barrier 1.5 to 1.8 percent too low. Since this bending is computed from the field, the slope depends slightly on the assumed thickness, by about 0.1 percent for a 3 percent error.

A third weak point is the parabolic relation between $\kappa$ and energy, used here 3 eV inside a gap of about 9 eV. With the two-band form $\kappa^2=2mE(1-E/E_g)$, where $E=\phi-Fx$ and $E_g=9$ eV, the sensitivity becomes about $-0.73$, and the 3 percent errors give $-2.1$ and $+2.3$ percent. The parabolic formula applied to such currents with the same mass gives a barrier 7.6 percent too low, so the mass must be taken from an analysis that used the same relation.

A thickness known to 3 percent therefore limits the barrier to about 2 percent if the analysis includes the image force and the temperature, and if the errors from the mass and its dispersion relation, the oxide voltage and the trapped charge are much smaller than in the cases above. The values used here are collected in the numerical output.

## Table of computed values

```
INPUTS (rough typical values)
barrier height: 3.10 eV
oxide tunnelling mass: 0.42 electron masses
true oxide thickness: 8.00 nm
field window: 8.0 to 10.0 MV/cm
oxide voltage window: 6.40 to 8.00 V
emitter Fermi energy: 11.7 eV
thickness error: 3.0 percent
thickness error: 0.24 nm = 2.4 angstrom
VOLTAGE PLOT
B from closed form: 241.6 MV/cm
B times thickness: 193.30 V
fitted slope magnitude: 193.06 V
J at low field: 5.61e-06 A/cm2
J at high field: 3.65e-03 A/cm2
J quadrature/closed law: 0.962 to 0.969
EXTRACTED BARRIER
correct thickness: 3.097 eV
assumed thickness, too thick: 8.24 nm
  extracted barrier: 3.037 eV
  change from correct-thickness value: -0.060 eV
  power-law change: -1.951 percent
  numerical-search change: -1.951 percent
  search with image and 300 K: -1.899 percent
assumed thickness, too thin: 7.76 nm
  extracted barrier: 3.161 eV
  change from correct-thickness value: +0.064 eV
  power-law change: +2.051 percent
  numerical-search change: +2.051 percent
  search with image and 300 K: +1.997 percent
linear estimate, too thick: -2.000 percent
logarithmic sensitivity from search: -0.66667
NEGLECTED EFFECTS: barrier bias at correct thickness
optical permittivity used: 2.15
image force: -0.90 percent
temperature 300 K: -1.10 percent
image force and temperature: -1.95 percent
sharp emitter edge, outgoing wave: -0.07 percent
edge plus coherent anode reflection: -0.00 percent
OTHER INPUT ERRORS: barrier change
plotted voltage too high by 0.10 V: +1.94 percent
trapped electrons at mid-oxide: 1.0e+12 per cm2
static permittivity used: 3.9
  equivalent voltage offset: 0.186 V
  barrier change: +3.62 percent
mass too high by 10 percent: -3.13 percent
rough breakdown field: 12.0 MV/cm
highest field/breakdown field: 0.83
```
